# Thiele–Padé continuation: Froissart doublets and the precision n points require

## The choice to be made

A Green function $G$ is known at Matsubara frequencies and wanted just above the real axis. Before running a Padé continuation one must decide how many points $n$ to use and how many digits to carry. The choices are linked: in the band example below, 53-bit arithmetic retains what the last point adds, to 1%, for even $n$ up to 14 but not at $n=16$, while $n=32$ takes about 44 decimal digits.

The nodes are $z_j=i(2j-1)\pi T$, $j=1,\dots,n$, in ascending order, and the data are $u_j=G(z_j)$. Energies are measured in $E_0=8\pi T$, so $z_j=i(2j-1)/8$ and $T=0.0398\,E_0$. Values of $G$ carry the unit $1/E_0$.

## The algorithm

Put $g_1(z)=G(z)$ and define further functions by

$$g_p(z)=\frac{a_p}{1+(z-z_p)\,g_{p+1}(z)} .$$

At $z=z_p$ this gives $a_p=g_p(z_p)$. Solving for the next function gives $(z-z_p)g_{p+1}=a_p/g_p-1$. With $p$ lowered by one,

$$g_p(z_i)=\frac{a_{p-1}-g_{p-1}(z_i)}{(z_i-z_{p-1})\,g_{p-1}(z_i)},\qquad i\ge p. \tag{1}$$

Truncation, $g_{n+1}\to0$, gives the interpolant

$$C_n(z)=\cfrac{a_1}{1+\cfrac{a_2(z-z_1)}{1+\cdots+a_n(z-z_{n-1})}} .$$

At $z=z_j$ the factor $z-z_j$ removes everything below level $j$. That level then equals $a_j=g_j(z_j)$, and the levels above it rebuild $u_j$. Hence $C_n(z_j)=u_j$. An implementation needs one array:

```
g = copy of u;  a[1] = g[1]
for p = 2..n:
    for i = p..n:
        g[i] = (a[p-1]-g[i]) / ((z[i]-z[p-1])*g[i])
    a[p] = g[p]
t = a[n]
for p = n-1..1:  t = a[p] / (1+(z-z[p])*t)
return t
```

It fails if a divisor vanishes; such degenerate data are excluded here.

**Convergents.** Let $A_0=0$, $A_1=a_1$, $B_0=B_1=1$, and

$$A_{p+1}=A_p+(z-z_p)a_{p+1}A_{p-1},\qquad B_{p+1}=B_p+(z-z_p)a_{p+1}B_{p-1}.$$

If a number $t$ stands at level $p\ge2$ in place of $a_p$ and everything below it, the fraction equals

$$\frac{A_{p-1}+(z-z_{p-1})\,t\,A_{p-2}}{B_{p-1}+(z-z_{p-1})\,t\,B_{p-2}} . \tag{2}$$

For $p=2$ this is $a_1/[1+(z-z_1)t]$, as it should be. For the induction, insert $t=a_p/[1+(z-z_p)t']$ and multiply numerator and denominator by $1+(z-z_p)t'$. The numerator becomes $A_{p-1}+(z-z_{p-1})a_pA_{p-2}+(z-z_p)t'A_{p-1}=A_p+(z-z_p)t'A_{p-1}$, and the denominator follows likewise. Setting $t=a_p$ in (2) gives $C_p=A_p/B_p$. By the recursion, $A_{2M}$ and $B_{2M}$ have degrees at most $M-1$ and $M$, while $A_{2M+1}$ and $B_{2M+1}$ both have degree at most $M$.

**What the last point adds.** Let $\Delta_n=A_nB_{n-1}-A_{n-1}B_n$. Inserting the recursion for $A_n$ and $B_n$, the products $A_{n-1}B_{n-1}$ cancel and

$$\Delta_n=-(z-z_{n-1})a_n\Delta_{n-1},\qquad \Delta_1=a_1 .$$

Division by $B_nB_{n-1}$ gives

$$C_n-C_{n-1}=(-1)^{n-1}\,\frac{a_1\cdots a_n\prod_{j<n}(z-z_j)}{B_nB_{n-1}} . \tag{3}$$

**Inverse relation.** With $t=g_p(z)$, expression (2) equals $G(z)$. Clearing the denominator and collecting $g_p$ gives $(z-z_{p-1})g_p(GB_{p-2}-A_{p-2})=A_{p-1}-GB_{p-1}$, so

$$g_p=-\frac{B_{p-1}}{(z-z_{p-1})B_{p-2}}\;\frac{G-C_{p-1}}{G-C_{p-2}} . \tag{4}$$

## Noise creates pole-zero pairs

Let $G=P/Q$ have $r$ poles, with $\deg Q=r$, $\deg P\le r-1$ and no common factor. The polynomial $PB_{2r}-QA_{2r}$ has degree at most $2r-1$ and vanishes at $2r$ nodes, so it is zero and $C_{2r}=G$. By (4), $g_{2r+1}=0$ and the fraction terminates with $a_{2r+1}=0$.

Replace the data by $u_j+\varepsilon\eta_j$. Now $g_{2r+1}(z_i)=\varepsilon h_i+O(\varepsilon^2)$, with $h_i$ depending on the noise pattern. Equation (1) gives, to leading order,

$$a_{2r+1}=\varepsilon h_{2r+1},\qquad a_{2r+2}=\frac{h_{2r+1}-h_{2r+2}}{(z_{2r+2}-z_{2r+1})\,h_{2r+2}} .$$

The noise strength cancels from $a_{2r+2}$: this coefficient is a ratio of noises and does not become small with them.

**Where the extra poles go.** Let $n=2M$ with $M>r$, and let $m=M-r$ be the number of surplus poles. The interpolant $p/q$, with $\deg p\le M-1$ and $\deg q\le M$, obeys

$$p(z_j)=(u_j+\varepsilon\eta_j)\,q(z_j).$$

These equations are linear in the coefficients of $p$ and $q$, so after removal of a common power of $\varepsilon$ the solution has a power series $p=p_0+\varepsilon p_1+\dots$, $q=q_0+\varepsilon q_1+\dots$

At order zero, $Qp_0-Pq_0$ has degree at most $M+r-1$ and $2M$ zeros, so it vanishes. Since $P$ and $Q$ share no factor, $p_0=Ps$ and $q_0=Qs$, with a polynomial $s$ of degree at most $m$ that is still free.

At order one, $p_1(z_j)-u_jq_1(z_j)=\eta_jQ(z_j)s(z_j)$. Multiplication by $Q(z_j)$ gives

$$W(z_j)=\eta_j\,Q(z_j)^2s(z_j),\qquad W=Qp_1-Pq_1,\quad \deg W\le M+r-1 . \tag{5}$$

Every polynomial of this degree can be written as such a $W$. The pairs $(p_1,q_1)$ span $2M+1$ dimensions, those giving $W=0$ span $m+1$, and the difference is $M+r$. So (5) is solvable when its right-hand sides are values of a polynomial of degree at most $M+r-1=n-1-m$.

To express this, let $\ell_j(z)=\prod_{l\ne j}(z-z_l)/(z_j-z_l)$, whose leading coefficient is $w_j=\prod_{l\neq j}(z_j-z_l)^{-1}$. The polynomial of degree at most $n-1$ through values $f_j$ has $z^{n-1}$ coefficient $\sum_jw_jf_j$. If $\deg W\le n-1-m$, then $z^kW$ has degree below $n-1$ for $k\le m-1$, and its $z^{n-1}$ coefficient is zero. If instead the interpolating polynomial had a degree $d\ge n-m$, the choice $k=n-1-d\le m-1$ would give a nonzero coefficient. The condition is therefore

$$\sum_{j=1}^{n}w_j\eta_jQ(z_j)^2s(z_j)\,z_j^k=0,\qquad k=0,\dots,m-1. \tag{6}$$

For generic noise these $m$ equations fix $s$ up to a factor, with $m$ simple roots $s_k$ away from the zeros of $P$ and $Q$. Equation (6) does not contain $\varepsilon$: weaker noise leaves the surplus poles, to leading order, where they were.

**How close each zero is.** Near $s_k$ the roots of $q$ and $p$ shift by

$$\delta_{\rm pole}=-\frac{\varepsilon q_1}{Qs'},\qquad \delta_{\rm zero}=-\frac{\varepsilon p_1}{Ps'},$$

all evaluated at $s_k$. At the displaced pole, $p=Ps'\delta_{\rm pole}+\varepsilon p_1=\varepsilon W/Q$. Dividing by $q'=Qs'$ gives the residue $R_k$, and subtracting the shifts gives the separation:

$$R_k=\frac{\varepsilon W(s_k)}{Q(s_k)^2s'(s_k)},\qquad \delta_{\rm zero}-\delta_{\rm pole}=-\frac{\varepsilon W(s_k)}{P(s_k)Q(s_k)s'(s_k)}=-\frac{R_k}{G(s_k)} . \tag{7}$$

Such a pair is a Froissart doublet. Locally the function is $G+R_k/(z-s_k)$, which vanishes at $z-s_k=-R_k/G$. At distances much larger than the separation the two features nearly cancel. A doublet at distance $d$ from the evaluation line adds a spurious structure of width about $d$ and relative size about $\lvert R_k/G\rvert/d$, visible when $d$ is not much larger than the separation.

**Example.** A Hubbard atom with $U=2\,E_0$ and $\mu=0.8\,E_0$ has, at this temperature, filling $0.5$ per spin to six decimals, so

$$G(z)=\frac{0.5}{z+0.8}+\frac{0.5}{z-1.2} .$$

Eight points allow four poles, so two are surplus. For one pattern of complex Gaussian $\eta_j$ with unit mean square modulus, (6) puts them at $0.020+0.930i$ and $-0.073+1.567i$. Both lie in the upper half-plane, where a causal $G$ has no poles.

| | $\varepsilon=10^{-8}$ | $\varepsilon=10^{-10}$ |
|---|---|---|
| $\lvert a_5\rvert$ | $2.05\times10^{-6}$ | $2.05\times10^{-8}$ |
| $\lvert a_6\rvert$ | $5.24$ | $5.24$ |
| first separation | $1.85\times10^{-9}$ | $1.85\times10^{-11}$ |
| second separation | $2.34\times10^{-9}$ | $2.34\times10^{-11}$ |

At both noise levels the computed pole positions agree with the roots from (6) to six decimals. For the first doublet at $\varepsilon=10^{-8}$, the atomic formula gives $\lvert G(s_1)\rvert=0.508$ and the residue has modulus $9.41\times10^{-10}$. Equation (7) then gives $9.41\times10^{-10}/0.508=1.85\times10^{-9}$, as found from the polynomial roots. The true poles survive: the larger of their two shifts is $9.1\times10^{-8}\,E_0$.

## How rounding enters

**Response to the data.** Change one value by $\delta u_j$. To first order $C_n$ changes by $N/B_n^2$, with $N=B_n\delta A_n-A_n\delta B_n$ of degree at most $n-1$. The change is $\delta u_j$ at $z_j$ and zero at the other nodes, which fixes $N=B_n(z_j)^2\ell_j(z)\,\delta u_j$. Thus

$$\frac{\partial C_n(z)}{\partial u_j}=\left[\frac{B_n(z_j)}{B_n(z)}\right]^2\ell_j(z). \tag{8}$$

**A table error is a data error.** Suppose $g_p(z_i)$, $p\ge2$, acquires a relative error $\delta$. Other nodes receive information from node $i$ through $a_i$ alone, which is computed after this entry or is this entry. The resulting coefficients are therefore those of data in which $u_i$ alone has been changed. To find the change, take the logarithmic derivative of (4) with $a_1,\dots,a_{p-1}$ fixed:

$$\frac{d\ln g_p}{du_i}=\frac1{u_i-C_{p-1}}-\frac1{u_i-C_{p-2}}=\frac{C_{p-1}-C_{p-2}}{(u_i-C_{p-1})(u_i-C_{p-2})}, \tag{9}$$

with convergents taken at $z_i$. The equivalent data error is $F_{p,i}\,\delta$, where

$$F_{p,i}=\frac{(u_i-C_{p-1})(u_i-C_{p-2})}{C_{p-1}-C_{p-2}} .$$

For $p=i=n$, (9) also shows how digits are lost. If the first $n-1$ points already predict $u_n$ closely, $u_n-C_{n-1}(z_n)$ is small, and a tiny error in $u_n$ is a large relative error in $a_n$.

**Counting the roundings.** Assume that each complex operation rounds the real and imaginary parts of its exact result once to $b$ bits, so that its relative error is at most $2^{-b}$; the multiprecision arithmetic used below, including the 53-bit runs, comes close to this. A complex product or quotient assembled from separately rounded real operations can err by several times $2^{-b}$, and the factors 3 below must then be enlarged. Node differences are exact here, because the nodes are small multiples of $1/8$. Equation (1) then costs three roundings per entry: subtraction, product, division. Storing $u_j$ costs one.

In the final evaluation, each level has a product, a sum and a division. The product error acts on the tail below it and the other two on the tail being formed, so each tail carries at most three. By (2), a relative error $\delta$ in tail $p\ge2$ adds $F_p(z)\,\delta$ to $C_n(z)$, where $F_p(z)$ is $F_{p,i}$ with $C_n(z)$ for $u_i$ and convergents at $z$. For $p=1$ it adds $C_n(z)\,\delta$. Evaluation points are chosen so that $z-z_p$ is exact too. Adding absolute values, the first-order error is at most $2^{-b}S_n(z)$, with

$$S_n=\sum_{j=1}^{n}\left|\frac{\partial C_n}{\partial u_j}\right|\Big(|u_j|+3\sum_{p=2}^{j}|F_{p,j}|\Big)+3\Big(|C_n|+\sum_{p=2}^{n}|F_p|\Big). \tag{10}$$

**The criterion.** All $n$ points are fully used when the contribution (3) of the last one survives the rounding. Requiring this to relative accuracy $\tau$ at every evaluation point gives

$$b\;\ge\;\max_z\log_2\frac{S_n(z)}{\tau\,|C_n(z)-C_{n-1}(z)|}, \tag{11}$$

or $b\log_{10}2$ decimal digits. Within the first-order analysis this is sufficient. It is not strictly necessary, since the roundings need not all add up.

## Digits for a band

Take a semicircular density of half-width $1\,E_0$ centred at $0.25\,E_0$. With $y=z-0.25$,

$$G(z)=\frac{2}{y+\sqrt{y-1}\,\sqrt{y+1}} .$$

The fraction is evaluated at real parts $-1,-0.5,0,0.5,1$ and imaginary part $0.0625$, with $\tau=0.01$. "Working" digits were found by running the algorithm with one bit less at a time, starting from the bound, until the criterion first failed.

| $n$ | digits, bound | digits, working |
|---|---|---|
| 8 | 9.6 | 8.7 |
| 16 | 19.6 | 18.4 |
| 24 | 31.6 | 30.1 |
| 32 | 45.2 | 44.0 |
| 48 | 74.4 | 72.8 |

For $n=32$ the bound is 150 bits, and $150\times0.3010=45.2$ digits. Over the table the bound exceeds the working precision by 3 to 5 bits, or 0.9 to 1.5 digits. The cost per added point grows, from $(19.6-9.6)/8=1.25$ digits between 8 and 16 points to $(74.4-45.2)/16=1.8$ between 32 and 48. These figures belong to this band, temperature and set of evaluation points; another case needs its own evaluation of (11).

At 53 bits, or 16.0 digits, and with even $n$ alone tried, the bound guarantees $n=12$, and actual runs meet the criterion up to $n=14$ and fail it at $n=16$. Beyond that the result need not look bad. The largest absolute errors $\lvert C_n-G\rvert$ over the five points, in $1/E_0$, are:

| $n$ | exact arithmetic | 53 bits |
|---|---|---|
| 8 | $3.5\times10^{-2}$ | $3.5\times10^{-2}$ |
| 16 | $3.1\times10^{-3}$ | $3.7\times10^{-3}$ |
| 24 | $5.1\times10^{-4}$ | $3.8\times10^{-3}$ |
| 32 | $1.1\times10^{-4}$ | $4.8\times10^{-3}$ |
| 48 | $8.6\times10^{-6}$ | $1.6\times10^{-3}$ |

The middle column is truncation error, which no extra digits remove. From $n=16$ on the right column no longer follows it down: at the tabulated $n$ it lies between $1.6\times10^{-3}$ and $4.8\times10^{-3}$, neither falling steadily nor blowing up. These figures depend on how each operation is rounded: with ordinary hardware double-precision complex arithmetic, whose quotients are less accurate, the same algorithm gives $4.5\times10^{-3}$, $3.8\times10^{-3}$, $6.8\times10^{-3}$ and $1.3\times10^{-2}$ at $n=16,24,32,48$, and $2.4\times10^{-2}$ at $n=47$. Criterion (11) is thus the price of using all $n$ points, and a merely tolerable curve can cost less. The absolute error is also uneven: at $z=0.0625i$ and $n=32$, the 53-bit result is off by $8\times10^{-6}$, far below the maximum over the five points. The loss is no smaller there, however: exact arithmetic is off by only $1.0\times10^{-7}$ at this point, so rounding raises the error about 80-fold, against about 40-fold at the point of largest error.

The loss can also be seen in the poles of the fraction. For $n=32$ in exact arithmetic, the smallest pole-zero distance is $2.3\times10^{-3}\,E_0$. Call a pair a doublet if it is closer than a hundredth of this. At 53 bits, 8 of the 16 poles belong to doublets, the tightest with a separation of $9\times10^{-18}\,E_0$. At 150 bits there are none. Only the number of bits was changed, so rounding created them. This band is not a rational function with few poles, so (6) and (7) do not apply to it as they stand.

## Setting up a calculation

The data must be as precise as the arithmetic. Values computed in 53 bits and then copied into long numbers keep their old errors, and these reach $C_n$ as described by (8) as long as they are small enough for first order to hold. If the data carry absolute errors up to $\varepsilon$, then to first order in $\varepsilon$ the last point is useful in the worst case when

$$\varepsilon\sum_j\left|\frac{\partial C_n(z)}{\partial u_j}\right|\le\tau\,|C_n(z)-C_{n-1}(z)| .$$

For noisy data this limits $n$, whatever the arithmetic. For data computable to any accuracy, choose $n$ from the truncation error wanted, evaluate (11) at a generous trial precision, and repeat with twice as many digits. A value of $b$ that stays the same and lies well below the trial precision is a sound working choice, though not a proof. The numerical check tests (3) against the difference of two direct evaluations, (8) and the equivalence of table and data errors by perturbing actual runs, and (6) and (7) against computed polynomial roots.

## Numbers as computed

```
Temperature T = 0.039789 E0; first node = 0.125 i E0
Hubbard atom: U = 2.0 E0, mu = 0.8 E0, filling per spin = 0.500000
True poles (E0): -0.800, 1.200; points = 8, total poles = 4, doublets = 2
Predicted doublet 1 position (E0): 0.020302+0.930198i; |separation|/noise = 1.8498e-01 E0^2
Predicted doublet 2 position (E0): -0.072722+1.566607i; |separation|/noise = 2.3436e-01 E0^2
Noise 1e-08 /E0: |a5| = 2.053e-06 /E0, |a6| = 5.241e+00 /E0, true-pole shift = 9.13e-08 E0
  doublet 1: pole 0.020302+0.930198i E0, |separation| = 1.850e-09 E0, |residue| = 9.406e-10
  doublet 2: pole -0.072722+1.566607i E0, |separation| = 2.344e-09 E0, |residue| = 1.069e-09
Noise 1e-10 /E0: |a5| = 2.053e-08 /E0, |a6| = 5.241e+00 /E0, true-pole shift = 9.13e-10 E0
  doublet 1: pole 0.020302+0.930198i E0, |separation| = 1.850e-11 E0, |residue| = 9.406e-12
  doublet 2: pole -0.072722+1.566607i E0, |separation| = 2.344e-11 E0, |residue| = 1.069e-11
Band: half-width 1 E0, centre 0.25 E0; probes Re = -1..1 step 0.5 E0, Im = 0.0625 E0; tau = 0.01
Columns: n | bits by bound | digits by bound | digits that just work |
  max |Cn-Cn-1| | max |Cn-G| exact arithmetic | max |Cn-G| 53 bits (1/E0)
  8 |   32 |    9.6 |    8.7 | 5.84e-02 | 3.53e-02 | 3.53e-02
 16 |   65 |   19.6 |   18.4 | 4.91e-03 | 3.07e-03 | 3.65e-03
 24 |  105 |   31.6 |   30.1 | 7.94e-04 | 5.08e-04 | 3.77e-03
 32 |  150 |   45.2 |   44.0 | 1.74e-04 | 1.13e-04 | 4.77e-03
 48 |  247 |   74.4 |   72.8 | 1.31e-05 | 8.59e-06 | 1.60e-03
Largest even n at 53 bits: guaranteed by bound 12, found by running 14
n = 32: smallest pole-zero distance, exact arithmetic = 2.269e-03 E0; at 53 bits = 8.912e-18 E0
Pairs closer than 2.27e-05 E0: 8 of 16 at 53 bits, 0 at 150 bits
At x = 0.0000+0.0625i E0: G = -0.4677966028-1.8157890300i /E0
  C_32 exact arithmetic = -0.4677965004-1.8157890268i /E0
  C_32 at 53 bits = -0.4678010094-1.8157959101i /E0
```
